# Total Infrared Reflection Between the Transverse and Longitudinal Optical Frequencies, part 1

(Sections cited here and not found follow in the second part.)

## I. From the lattice vibration to total reflection

### The result and its conditions

A thick polar crystal with one undamped infrared-active vibration reflects all normally incident light whose frequency lies between the transverse optical frequency \(\omega_{TO}\) and the longitudinal optical frequency \(\omega_{LO}\):

\[
R(\omega)=1 \qquad\text{for}\qquad \omega_{TO}<\omega<\omega_{LO}. \tag{1}
\]

At every finite positive frequency outside this interval and away from its two edges, \(R<1\). The edges belong to the band of total reflection in a limiting sense, which is worked out in the second half.

The crystal fills the half-space \(z>0\), and vacuum fills \(z<0\). The light travels along \(z\), and its electric field points along \(x\), a principal axis of the crystal. One vibration couples to this field. The response is linear, without friction, and local: the polarization at a point depends on the field at that point. The electrons respond much faster than the ions, so that their contribution is a constant permittivity \(\varepsilon_\infty>0\).

The half-space matters as much as the absence of friction. A lossless slab of finite thickness lets part of the light through, even inside the band.

The algebra uses atomic units with Gaussian-type fields. Then \(\hbar=1\), a frequency is also an energy, the speed of light is \(c=1/\alpha\) with \(\alpha\) the fine-structure constant, and \(\mathbf D=\mathbf E+4\pi\mathbf P\). Oscillating quantities are real parts of complex amplitudes multiplied by \(e^{-i\omega t}\).

### Equation of motion and polarization

Let \(u\) be the displacement of the positive ions relative to the negative ions along \(x\), measured from equilibrium. In a ferroelectric the equilibrium is itself polar. Its constant polarization does not oscillate and drops out of the linear response. Let \(M\) be the reduced mass of the vibration, \(Z\) its effective charge, and \(V\) the crystal volume per oscillator. To second order in \(u\) and in the macroscopic field \(E\), the energy function per oscillator at given field is

\[
F(u,E)=\tfrac12 M\omega_{TO}^2u^2-ZuE-\frac{V(\varepsilon_\infty-1)}{8\pi}E^2 . \tag{2}
\]

The first term is the elastic energy, the second couples the ionic dipole to the field, and the third describes the electrons. The fields that neighbouring dipoles exert on an ion, beyond the macroscopic field, are contained in the values of \(\omega_{TO}\), \(Z\) and \(\varepsilon_\infty\).

The force on the coordinate is \(-\partial F/\partial u\), and the dipole moment per oscillator is \(VP=-\partial F/\partial E\). Hence

\[
M\ddot u=-M\omega_{TO}^2u+ZE, \tag{3}
\]

\[
P=\frac{Zu}{V}+\frac{\varepsilon_\infty-1}{4\pi}E. \tag{4}
\]

The same \(Z\) appears in both equations because both follow from the one coupling term in (2). Inserting (4) into \(D=E+4\pi P\) gives

\[
D=E+\frac{4\pi Zu}{V}+(\varepsilon_\infty-1)E
=\varepsilon_\infty E+\frac{4\pi Z}{V}u. \tag{5}
\]

### The permittivity

For harmonic motion, two time derivatives multiply the amplitude by \((-i\omega)^2=-\omega^2\). Equation (3) becomes

\[
M(\omega_{TO}^2-\omega^2)u=ZE,
\qquad
u=\frac{Z}{M(\omega_{TO}^2-\omega^2)}E. \tag{6}
\]

An oscillator with no friction at all would keep for ever any free vibration with which it started. The forced solution (6) is the part that remains if a very weak friction first removes the free vibration and is then taken to zero.

With (6), equation (5) takes the form \(D=\varepsilon E\), where

\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Omega^2}{\omega_{TO}^2-\omega^2},
\qquad
\Omega^2=\frac{4\pi Z^2}{MV}. \tag{7}
\]

The quantity \(\Omega\) measures how strongly the vibration couples to the field. The result (1) requires \(\Omega\neq0\). A vibration without effective charge is invisible to the light, and the interval in (1) then has zero width.

Below \(\omega_{TO}\), the displacement in (6) is in phase with the force, and the ions add to the electronic polarization. Above \(\omega_{TO}\), the displacement is opposite to the force. The ionic polarization then opposes the field, and close to resonance it is large enough to reverse the sign of \(D\) relative to \(E\).

### What the two frequencies mean

The names transverse and longitudinal refer to free vibrations, with no light sent in. Maxwell's equations in a nonmagnetic crystal are

\[
\nabla\times\mathbf E=-\frac1c\frac{\partial\mathbf B}{\partial t},
\qquad
\nabla\times\mathbf B=\frac1c\frac{\partial\mathbf D}{\partial t}. \tag{8}
\]

Consider first a transverse wave, with \(\mathbf E\) and \(u\) along \(x\) and spatial dependence \(e^{iqz}\). The \(y\) component of the first equation is \(iqE=(i\omega/c)B\), so \(B=(qc/\omega)E\). The \(x\) component of the second is \(-iqB=-(i\omega/c)D\), so \(D=(qc/\omega)B\). Together,

\[
q^2c^2E=\omega^2D. \tag{9}
\]

Substituting (5) and solving for the field gives

\[
E=\frac{\omega^2}{q^2c^2-\varepsilon_\infty\omega^2}\,\frac{4\pi Z}{V}u. \tag{10}
\]

When the wavelength of the vibration is short on the optical scale, \(qc\gg\sqrt{\varepsilon_\infty}\,\omega\), the field accompanying a given displacement tends to zero. The force \(ZE\) is then about \(M\Omega^2\omega^2u/(q^2c^2)\), which near \(\omega_{TO}\) is small against the elastic force once also \(qc\gg\Omega\). Under both conditions equation (3) reduces to free oscillation at \(\omega_{TO}\). This is why the frequency in the elastic term is called the transverse optical frequency.

In a longitudinal wave the displacement and the field are parallel to the direction of propagation. For this comparison the propagation direction is taken along the same axis \(x\), so that the constants \(Z\), \(M\) and \(\varepsilon_\infty\) are unchanged. The curl of \(\mathbf E\) vanishes, so the first equation in (8) permits no oscillating \(\mathbf B\). The second then requires \(\partial\mathbf D/\partial t=0\), and an oscillating \(D\) must be zero. From (5),

\[
0=\varepsilon_\infty E+\frac{4\pi Z}{V}u,
\qquad
E=-\frac{4\pi Z}{\varepsilon_\infty V}u. \tag{11}
\]

This field acts on the ions as an additional restoring force. Substitution in (3) gives

\[
-M\omega^2u=-M\omega_{TO}^2u-\frac{4\pi Z^2}{\varepsilon_\infty V}u. \tag{12}
\]

Dividing by \(-Mu\) and using the definition of \(\Omega\) in (7), we find

\[
\omega_{LO}^2=\omega_{TO}^2+\frac{\Omega^2}{\varepsilon_\infty}. \tag{13}
\]

The longitudinal frequency is higher because the wave builds up its own electric field, which pulls the ions back. The electrons screen this field, which explains the factor \(1/\varepsilon_\infty\).

### The sign of the permittivity

Equation (13) can be written \(\Omega^2=\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)\). Placing the two terms of (7) over a common denominator gives

\[
\varepsilon=
\frac{\varepsilon_\infty(\omega_{TO}^2-\omega^2)+\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)}
{\omega_{TO}^2-\omega^2}
=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2}. \tag{14}
\]

Below \(\omega_{TO}\), numerator and denominator are both positive. Above \(\omega_{LO}\), both are negative. Between the two frequencies the numerator is positive and the denominator negative. Since \(\varepsilon_\infty>0\),

\[
\varepsilon(\omega)<0
\quad\Longleftrightarrow\quad
\omega_{TO}<\omega<\omega_{LO}. \tag{15}
\]

At \(\omega=0\), equation (14) also gives the Lyddane–Sachs–Teller relation for this one-mode model,

\[
\frac{\varepsilon(0)}{\varepsilon_\infty}=\frac{\omega_{LO}^2}{\omega_{TO}^2}. \tag{16}
\]

A large ratio of the static to the electronic permittivity therefore goes with a wide band, relative to \(\omega_{TO}\).

### A numerical band

The example takes rough, rounded parameters in the regime of hafnia: \(\hbar\omega_{TO}=0.040\) eV, \(\varepsilon_\infty=5\), \(Z=5\,e\), \(M=27\) u and \(V=34\) Å\(^3\). With the mass expressed in electron masses and the volume in cubic Bohr radii, (7) gives \(\Omega\) in hartree. Converted to electronvolts, \(\hbar\Omega=0.1435\) eV. Equation (13) then gives

\[
\hbar\omega_{LO}=
\sqrt{(0.040)^2+\frac{(0.1435)^2}{5}}\ \text{eV}
=0.0756\ \text{eV}. \tag{17}
\]

The band of total reflection extends from 0.040 to 0.0756 eV, or from 323 to 610 cm\(^{-1}\). The static permittivity of the model is 17.9.

### The wave inside the crystal

For the incident light, \(E\) lies along \(x\), \(B\) along \(y\), and both depend on \(z\) alone. The two equations in (8) become

\[
\frac{dE}{dz}=\frac{i\omega}{c}B,
\qquad
\frac{dB}{dz}=\frac{i\omega}{c}\varepsilon E. \tag{18}
\]

The second has a positive sign because the \(x\) component of \(\nabla\times\mathbf B\) is \(-dB/dz\), while the time derivative supplies \(-i\omega\). Differentiating the first equation and inserting the second gives

\[
\frac{d^2E}{dz^2}+\varepsilon\frac{\omega^2}{c^2}E=0. \tag{19}
\]

A solution \(e^{iqz}\) requires \(q^2=\varepsilon\omega^2/c^2\). Inside the band \(q^2\) is negative, so no transverse wave with a real wavenumber exists there. This agrees with a direct diagonalization of the coupled equations (3), (5) and (9) for the example, at 150 wavenumbers between 0.01 and 50 times \(\omega_{TO}/c\). The lower of the two branches reached at most 0.0399 eV, and the upper branch did not fall below \(\hbar\omega_{LO}\).

Inside the band define a positive number \(s\) and a decay constant \(\kappa\) by

\[
\varepsilon=-s^2,\qquad \kappa=\frac{s\omega}{c}. \tag{20}
\]

Equation (19) becomes \(E''=\kappa^2E\), with solutions \(e^{-\kappa z}\) and \(e^{+\kappa z}\). The second grows without bound in the half-space and is excluded. The field in the crystal is therefore

\[
E(z)=t\,e^{-\kappa z}. \tag{21}
\]

It is convenient to write \(q=n\omega/c\) with \(n^2=\varepsilon\). The decaying solution \(e^{iqz}=e^{-\kappa z}\) corresponds to \(n=+is\).

### Matching at the surface

In the vacuum, the incident wave has unit amplitude and the reflected wave has amplitude \(r\). With \(k=\omega/c\),

\[
E(z)=e^{ikz}+r\,e^{-ikz}\quad(z<0),
\qquad
E(z)=t\,e^{inkz}\quad(z>0). \tag{22}
\]

The tangential components of \(\mathbf E\) and \(\mathbf B\) are continuous at the surface. By the first equation in (18), continuity of \(B\) is continuity of \(dE/dz\). At \(z=0\) the two conditions are

\[
1+r=t,\qquad ik(1-r)=inkt. \tag{23}
\]

Dividing the second by \(ik\) and replacing \(t\) by \(1+r\) gives \(1-r=n(1+r)\). Collecting the terms in \(r\),

\[
r=\frac{1-n}{1+n}. \tag{24}
\]

Inside the band \(n=is\), so

\[
r=\frac{1-is}{1+is},
\qquad
R=|r|^2=\frac{1+s^2}{1+s^2}=1. \tag{25}
\]

The numerator and the denominator are complex conjugates and have the same modulus. This holds for every positive finite \(s\), hence at every frequency in the interval (15), which proves (1).

### Where the energy goes

Total reflection does not mean that the field stays outside. Equations (23) and (25) give \(t=1+r=2/(1+is)\), which is not zero. The cycle-averaged energy flux along \(z\) is

\[
\overline{S}=\frac{c}{8\pi}\,\mathrm{Re}(EB^*). \tag{26}
\]

In the crystal, (18) and (21) give \(B=-i(c/\omega)(-\kappa)E=isE\). Therefore \(EB^*=-is|E|^2\), which is imaginary, and \(\overline S=0\). At a fixed point, if \(E\) varies as \(\cos\omega t\), then \(B\) varies as \(s\sin\omega t\), and their product as \(\tfrac12s\sin2\omega t\). Energy enters and leaves the surface layer twice in each period, with no net transfer.

On the vacuum side \(B=e^{ikz}-re^{-ikz}\). In the product \(EB^*\) the two mixed terms are \(re^{-2ikz}\) and minus its complex conjugate, so their sum is imaginary. What remains is

\[
\overline S=\frac{c}{8\pi}(1-R). \tag{27}
\]

The flux is continuous across the surface. Zero flux in the crystal thus gives \(R=1\) once more, and shows the physical reason: the crystal has neither a travelling wave to carry energy away nor friction to consume it.

## II. Edges, outside regions and limits of validity

### Symbols and results carried over

The crystal has transverse and longitudinal frequencies \(\omega_{TO}\) and \(\omega_{LO}\), electronic permittivity \(\varepsilon_\infty\) and coupling strength \(\Omega\). Its permittivity is given by (7) or (14). The vacuum wavenumber is \(k=\omega/c\), and \(n^2=\varepsilon\). Between the two frequencies \(\varepsilon=-s^2\), the field decays as \(e^{-\kappa z}\) with \(\kappa=sk\), and the half-space has the reflection amplitude \(r=(1-n)/(1+n)\) with \(n=is\), so that \(R=1\). The example has \(\hbar\omega_{TO}=0.040\) eV, \(\hbar\omega_{LO}=0.0756\) eV, \(\hbar\Omega=0.1435\) eV and \(\varepsilon_\infty=5\).

### Phase and field depth

The reflected wave keeps its strength but changes its phase. Since \(1\pm is=\sqrt{1+s^2}\,e^{\pm i\arctan s}\), equation (25) becomes

\[
r=e^{i\varphi},\qquad \varphi=-2\arctan s. \tag{28}
\]

From (14),

\[
s^2=\varepsilon_\infty\left[\frac{\omega_{LO}^2-\omega_{TO}^2}{\omega^2-\omega_{TO}^2}-1\right], \tag{29}
\]

which falls steadily from infinity to zero across the band. The phase therefore rises from \(-\pi\) at the transverse edge to zero at the longitudinal edge. At the first, incident and reflected electric fields cancel at the surface. At the second they add.

At 0.060 eV, (7) gives

\[
\varepsilon=5+\frac{(0.1435)^2}{(0.040)^2-(0.060)^2}=-5.30,
\qquad s=2.30. \tag{30}
\]

The phase is \(-2\arctan2.30=-133^\circ\). The depth at which the field amplitude has fallen by a factor \(e\) is \(1/\kappa=c/(s\omega)=1.43\times10^4\) Å, or 1.43 × 10\(^3\) nm. At this frequency, it sets the scale of the thickness that a sample needs in order to reflect nearly all the light.

A lossless half-space with one infrared-active vibration reflects all normally incident light between \(\omega_{TO}\) and \(\omega_{LO}\), although the field penetrates the crystal to a finite depth. What remains is to treat finite thickness, the band edges and the frequencies outside the band, then friction, further vibrations and anisotropy, and to compare the model with hafnia.

Numerical values quoted here were computed with a short program.
